# Radiation force on free electrons and the Eddington luminosity: verification in Python

```python
"""
Result under test: the radiation-force cross section of a cold free electron is
    sigma_F = sigma_T * (1 - 16 x/5 + 21 x^2/2 + ...),  x = E_photon/(m_e c^2),
and ionised hydrogen around a mass M is in force balance at the luminosity
    L = 4 pi G M (m_p + m_e) c / sigma_F.
sigma_T: Thomson cross section; P: outgoing/incoming photon energy;
u = 1 - cos(scattering angle). The scattering amplitude uses m_e = hbar = c = 1.
Independent road: tree diagrams with explicit Dirac matrices, numerical
kinematics, and a sum over rays from a source of finite size.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# ---------- Dirac matrices and the two tree diagrams ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gammas = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
one = np.eye(4)


def slash(a):
    return a[0] * gamma0 - sum(a[i + 1] * gammas[i] for i in range(3))


def outgoing_energy(k, c):
    """Solve energy conservation, with the recoil momentum from the vectors."""
    def excess(kp):
        return k + 1 - kp - np.sqrt(1 + k * k + kp * kp - 2 * k * kp * c)
    return brentq(excess, 0.0, 1.01 * k, xtol=1e-18, rtol=1e-15)


def tree_cross_section(k, c):
    """Outgoing energy and unpolarised dsigma/dOmega in units of r_e^2."""
    s = np.sqrt(1 - c * c)
    kp = outgoing_energy(k, c)
    p = np.array([1.0, 0, 0, 0])
    q = k * np.array([1.0, 0, 0, 1])
    qp = kp * np.array([1.0, s, 0, c])
    final = slash(p + q - qp) + one
    initial = slash(p) + one
    pol_in = [np.array([0, 1.0, 0, 0]), np.array([0, 0, 1.0, 0])]
    pol_out = [np.array([0, c, 0, -s]), np.array([0, 0, 1.0, 0])]
    total = 0.0
    for a in pol_in:
        for b in pol_out:
            ea, eb = slash(a), slash(b)
            g = (eb @ (slash(p + q) + one) @ ea / (2 * k)
                 - ea @ (slash(p - qp) + one) @ eb / (2 * kp))
            gbar = gamma0 @ g.conj().T @ gamma0
            total += np.trace(final @ g @ initial @ gbar).real
    spin_average = total / 4
    return kp, (kp / k) ** 2 * spin_average / 4


nodes, weights = np.polynomial.legendre.leggauss(24)


def tree_moments(k):
    """Total, (1-cos)-weighted and force cross sections, over sigma_T."""
    result = np.zeros(3)
    for c, w in zip(nodes, weights):
        kp, ds = tree_cross_section(k, c)
        result += w * ds * np.array([1.0, 1 - c, (k - kp * c) / k])
    return 2 * np.pi * result / (8 * np.pi / 3)


def klein_nishina(x, c):
    ratio = 1 / (1 + x * (1 - c))
    return ratio, 0.5 * ratio**2 * (ratio + 1 / ratio - (1 - c * c))


for x_test in (0.02, 0.3, 2.0):
    for c_test in (-0.9, -0.2, 0.6):
        kp, ds = tree_cross_section(x_test, c_test)
        ratio, kn = klein_nishina(x_test, c_test)
        assert abs(kp / x_test - ratio) < 1e-11
        assert abs(ds / kn - 1) < 1e-10


# ---------- single-integral formula for the force cross section ----------
def force_ratio(x):
    def integrand(u):
        ratio = 1 / (1 + x * u)
        return u * ratio**3 * (ratio + 1 / ratio - u * (2 - u))
    return 0.375 * (1 + x) * quad(integrand, 0, 2, epsabs=1e-13)[0]


for x_test in (0.02, 0.1, 0.5):
    assert abs(force_ratio(x_test) / tree_moments(x_test)[2] - 1) < 1e-9

# ---------- series coefficients: symbolic against the tree diagrams ----------
X, U = sp.symbols("x u", positive=True)
R = 1 / (1 + X * U)
kernel = R**2 * (R + 1 / R - U * (2 - U))


def coefficient(weight, order):
    term = sp.diff(kernel * weight, X, order).subs(X, 0) / sp.factorial(order)
    return sp.Rational(3, 8) * sp.integrate(sp.expand(sp.simplify(term)), (U, 0, 2))


weight_list = [sp.Integer(1), U, 1 - R * (1 - U)]
slopes = [coefficient(w, 1) for w in weight_list]
second = coefficient(weight_list[2], 2)
assert slopes[2] == sp.Rational(-16, 5)
assert second == sp.Rational(21, 2)

step = 2e-3
multiples = np.arange(1, 6)
samples = np.array([tree_moments(step * n) for n in multiples])
fit = np.linalg.solve(np.vander(multiples.astype(float), increasing=True), samples)
tree_slopes = fit[1] / step
tree_second = fit[2, 2] / step**2
assert np.all(abs(fit[0] - 1) < 1e-7)
# tolerances cover the truncated fifth and higher powers of x
assert np.all(abs(tree_slopes - np.array([float(s) for s in slopes])) < 1e-4)
assert abs(tree_second - float(second)) < 2e-2

# ---------- Eddington luminosity ----------
c_light = const.c
m_e, m_p = const.m_e, const.m_p
r_e = const.physical_constants["classical electron radius"][0]
sigma_T = 8 * np.pi / 3 * r_e**2
sigma_table = const.physical_constants["Thomson cross section"][0]
assert abs(sigma_T / sigma_table - 1) < 1e-8
GM_sun = 1.3271244e20   # m^3/s^2, nominal solar mass parameter (input)
radius = 7.0e8          # m, chosen source radius (input)
pair_mass = m_p + m_e
L_thomson = 4 * np.pi * GM_sun * pair_mass * c_light / sigma_T
assert abs(L_thomson / 1.26e31 - 1) < 0.005


def balancing_luminosity(distance, x):
    """Sum the recoil vectors for all rays from a uniformly bright sphere."""
    mu_edge = np.sqrt(1 - (radius / distance) ** 2)
    mu_in = 0.5 * (1 + mu_edge) + 0.5 * (1 - mu_edge) * nodes
    w_in = 0.5 * (1 - mu_edge) * weights
    phi = 2 * np.pi * np.arange(32) / 32
    mu_out = nodes[:, None]
    w_out = weights[:, None] * 2 * np.pi / 32
    intensity = 1 / (4 * np.pi**2 * radius**2)   # for unit luminosity
    force = 0.0
    for mu, w in zip(mu_in, w_in):
        cos_angle = (np.sqrt(1 - mu**2) * np.sqrt(1 - mu_out**2) * np.cos(phi)
                     + mu * mu_out)
        ratio, ds = klein_nishina(x, cos_angle)
        recoil = np.sum(w_out * ds * (mu - ratio * mu_out)) * r_e**2
        force += 2 * np.pi * w * intensity * recoil / c_light
    return GM_sun * pair_mass / distance**2 / force


keV = 1e3 * const.e
rest_keV = m_e * c_light**2 / keV
x_ray = 10 / rest_keV
L_formula = L_thomson / tree_moments(x_ray)[2]
ray_results = [(d, balancing_luminosity(d * radius, x_ray)) for d in (1.5, 10.0)]
for _, L_rays in ray_results:
    assert abs(L_rays / L_formula - 1) < 1e-8

gravity_pair = GM_sun * pair_mass / radius**2
field = GM_sun * m_p / radius**2 / const.e

# ---------- printed numbers ----------
print(f"electron rest energy = {rest_keV:.3f} keV")
print(f"classical electron radius = {r_e:.6e} m")
print(f"Thomson cross section = {sigma_T:.6e} m^2")
print(f"proton mass = {m_p:.6e} kg")
print(f"electron mass = {m_e:.6e} kg")
print(f"speed of light = {c_light:.0f} m/s")
print(f"solar mass parameter GM (input) = {GM_sun:.7e} m^3/s^2")
print("coefficients of x (dimensionless), symbolic | tree diagrams:")
for name, s, t in zip(("total", "weight 1-cos", "force"), slopes, tree_slopes):
    print(f"  {name}: {s} | {t:.5f}")
print(f"coefficient of x^2, force: {second} | {tree_second:.3f}")
print(f"part of slope from total cross section = {slopes[0]}")
print(f"part of slope from forward bias = {slopes[1] - slopes[0]}")
print(f"part of slope from photon energy loss = {slopes[2] - slopes[1]}")
print(f"Eddington luminosity, Thomson limit = {L_thomson:.4e} W")
print(f"same, in erg/s = {L_thomson / const.erg:.4e} erg/s")
for energy in (1, 10, 50):
    x = energy / rest_keV
    full = force_ratio(x)
    linear = 1 - 3.2 * x
    quadratic = linear + 10.5 * x**2
    print(f"photon energy {energy} keV: x = {x:.6f}")
    print(f"  sigma_F/sigma_T full integral = {full:.6f}")
    print(f"  first order = {linear:.6f}, second order = {quadratic:.6f}")
    print(f"  relative error of first order = {100 * (linear / full - 1):.4f} %")
    print(f"  balancing luminosity = {L_thomson / full:.4e} W")
print(f"source radius (input) = {radius:.2e} m")
for d, L_rays in ray_results:
    print(f"ray sum, 10 keV, distance {d:.1f} radii: L = {L_rays:.4e} W")
print(f"gravity on electron-proton pair at surface = {gravity_pair:.4e} N")
print(f"electric field holding the protons at surface = {field:.4e} V/m")
print(f"proton/electron Thomson ratio = {(m_e / m_p)**2:.3e}")
print("done: every assertion held")
```

Printed output:

```
electron rest energy = 510.999 keV
classical electron radius = 2.817940e-15 m
Thomson cross section = 6.652459e-29 m^2
proton mass = 1.672622e-27 kg
electron mass = 9.109384e-31 kg
speed of light = 299792458 m/s
solar mass parameter GM (input) = 1.3271244e+20 m^3/s^2
coefficients of x (dimensionless), symbolic | tree diagrams:
  total: -2 | -2.00000
  weight 1-cos: -14/5 | -2.80000
  force: -16/5 | -3.20000
coefficient of x^2, force: 21/2 | 10.500
part of slope from total cross section = -2
part of slope from forward bias = -4/5
part of slope from photon energy loss = -2/5
Eddington luminosity, Thomson limit = 1.2577e+31 W
same, in erg/s = 1.2577e+38 erg/s
photon energy 1 keV: x = 0.001957
  sigma_F/sigma_T full integral = 0.993778
  first order = 0.993738, second order = 0.993778
  relative error of first order = -0.0040 %
  balancing luminosity = 1.2656e+31 W
photon energy 10 keV: x = 0.019570
  sigma_F/sigma_T full integral = 0.941175
  first order = 0.937378, second order = 0.941399
  relative error of first order = -0.4035 %
  balancing luminosity = 1.3364e+31 W
photon energy 50 keV: x = 0.097848
  sigma_F/sigma_T full integral = 0.764329
  first order = 0.686888, second order = 0.787416
  relative error of first order = -10.1320 %
  balancing luminosity = 1.6456e+31 W
source radius (input) = 7.00e+08 m
ray sum, 10 keV, distance 1.5 radii: L = 1.3364e+31 W
ray sum, 10 keV, distance 10.0 radii: L = 1.3364e+31 W
gravity on electron-proton pair at surface = 4.5326e-25 N
electric field holding the protons at surface = 2.8275e-06 V/m
proton/electron Thomson ratio = 2.966e-07
done: every assertion held
```
